Drain bias and source-to-drain tunnelling through a 5 nm channel

**Problem**

In the off state of a very short transistor, the gate holds up an energy barrier between source and drain. An electron can still cross it by tunnelling. Take a barrier of height φ = 0.3 eV and length L = 5 nm, and an effective mass m = 0.5 m₀, where m₀ is the free-electron mass. Measure energy from the conduction-band edge of the source. The electron has energy E = 0, so it sits at that band edge.

With no drain bias, the barrier is a rectangle. A drain bias V drops uniformly along the channel and tilts the top:

U(x) = φ − qVx/L,  0 ≤ x ≤ L,

where q > 0 is the elementary charge. The source edge stays at 0 and the drain edge moves to −qV. At V = 0.3 V the barrier is a triangle that falls linearly from φ to zero. The height at the source end is held fixed throughout.

(a) Find the WKB transmission factor of the rectangle.

(b) Find the WKB exponent for 0 < qV ≤ φ, and check its limit at small bias.

(c) Evaluate the factor for the triangle. By what ratio has the bias raised it?

(d) How long must the biased channel be to recover the factor of the unbiased one? Would a rectangle of the triangle's mean height have given the right answer?

(e) In what sense is the number in (c) a transmission probability?

**Hints**

1. Inside the barrier, write the wave function as exp(−W(x)) and ask when W″ may be dropped.

2. The decay rate depends on the square root of the local height. Use the local height itself as the integration variable.

3. For small bias, expand (1 − v)^(3/2) to second order in v = qV/φ. The first-order term alone gives the limit but not the first correction.

4. For (d), compare the average of a square root with the square root of an average.

5. For (e), fix the transmitted wave and work backwards to the incident amplitude. What happens when the incident wave number goes to zero?

**Solution**

*The WKB factor*

For one parabolic band and coherent motion along x, the Schrödinger equation is

−(ħ²/2m) ψ″ + U(x) ψ = E ψ.

Where U > E it becomes

ψ″ = k(x)² ψ,  k(x) = √(2m[U(x) − E])/ħ.

Put ψ = exp(−W). Then ψ′ = −W′ψ and ψ″ = (W′² − W″)ψ, so

W′² − W″ = k(x)².

If k changes slowly, W″ is small beside W′², and W′ = k(x) for the wave that decays towards the drain. Its neglected term is W″ = k′, so the condition is |k′| ≪ k². The amplitude falls by exp(−∫k dx) across the barrier, and the probability by the square of this:

T = exp(−S),  S = 2 ∫ k(x) dx,

with the integral taken over the forbidden region. The factor in front of the exponential has been set to one. Part (e) returns to that choice.

*(a) The rectangle*

At E = 0 and V = 0 the decay rate is constant:

κ = √(2mφ)/ħ.

In SI units, with 2m = m₀ because m = 0.5 m₀,

2mφ = (9.109×10⁻³¹ kg)(0.3 × 1.602×10⁻¹⁹ J) = 4.378×10⁻⁵⁰ kg² m² s⁻²,

κ = (2.092×10⁻²⁵ kg m s⁻¹)/(1.0546×10⁻³⁴ J s) = 1.984×10⁹ m⁻¹.

Thus κL = 9.921, and

S = 2κL = 19.84,  T = exp(−19.84) = 2.4×10⁻⁹.

*(b) The tilted barrier*

For 0 < qV ≤ φ the top stays at or above the electron's energy all the way to x = L, so the whole length is forbidden:

S = (2√(2m)/ħ) ∫₀ᴸ (φ − qVx/L)^(1/2) dx.

Let u = φ − qVx/L. Then dx = −(L/qV) du, and u runs from φ down to φ − qV. The minus sign reverses the limits:

S = (2√(2m)/ħ)(L/qV) ∫ u^(1/2) du, from φ − qV to φ

 = (2√(2m)/ħ)(L/qV)(2/3)[φ^(3/2) − (φ − qV)^(3/2)].

Since √(2m)/ħ = κ/φ^(1/2), and with v = qV/φ,

S = (4κL/3) [1 − (1 − v)^(3/2)]/v.

For small v, (1 − v)^(3/2) = 1 − 3v/2 + 3v²/8 + …, so the fraction is 3/2 − 3v/8 + …, and

S = 2κL (1 − v/4 + …).

The first term is the rectangle, as it must be. The second says that a small bias multiplies T by about exp(κLv/2).

At 0.1 V, v = 1/3 and the full formula gives

S = 13.228 × 3 × [1 − (2/3)^(3/2)] = 18.08,  T = 1.4×10⁻⁸.

This is 5.8 times the unbiased value; the small-bias estimate exp(9.921/6) gives 5.2. At 0.2 V the factor is T = 1.1×10⁻⁷, a further rise by 7.8. As long as qV ≤ φ, equal steps of bias therefore bring growing gains in the WKB factor; well beyond that bias the gains shrink again. The reason is in the integrand: lowering a local height u by a small amount δu reduces √u by δu/(2√u), which is larger where the barrier is already low.

*(c) The triangle*

At qV = φ we have v = 1, the bracket equals one, and

S = 4κL/3 = (4/3)(9.921) = 13.23,

T = exp(−13.23) = 1.8×10⁻⁶.

The ratio to the rectangle is

exp(2κL − 4κL/3) = exp(2κL/3) = exp(6.614) ≈ 745.

The last 0.1 V alone has contributed a factor of about 16.

If the bias exceeds φ/q, the electron leaves the forbidden region earlier, at x = Lφ/(qV). The barrier it sees is again a triangle of height φ, but shorter, so S = (4κL/3)(φ/qV). The rise continues beyond the case asked here.

*(d) Lengths and averages*

The triangle's exponent can be written 2κ(2L/3). At the band edge it acts like a rectangle of full height and length 2L/3 = 3.33 nm. One third of the channel has been lost as a tunnelling barrier.

To recover the unbiased factor, let the biased channel have length L′, with the height φ and the total drop qV = φ unchanged. Then

4κL′/3 = 2κL,  L′ = 3L/2 = 7.5 nm.

The same comparison can be made per nanometre. Under these fixed conditions S grows by 13.23/5 = 2.65 for each nanometre of triangular barrier, against 19.84/5 = 3.97 for the rectangle. One decade of suppression costs ln 10/2.65 = 0.87 nm of channel in the first case and 0.58 nm in the second.

A rectangle of the mean height φ/2 would have S = 2κL/√2 = 14.03 and T = 8.1×10⁻⁷, which is 0.45 of the triangle's WKB value. It would put the required length at √2 L = 7.07 nm instead of 7.5 nm, so it does not give the right answer. The decay rate follows the square root of the height. Along the triangle the average of √(1 − x/L) is 2/3 = 0.667, while the square root of the average is √(1/2) = 0.707. The difference looks small, but it is multiplied by 2κL and then exponentiated.

*(e) What the number means*

Two approximations have to be looked at: the slow variation of k(x), and the unit prefactor.

For the triangle, k(x) = κ√(1 − s) with s = x/L, so

|k′|/k² = 1/[2κL(1 − s)^(3/2)].

At the source end this is 1/19.84 = 0.05, which is small. It reaches one where (1 − s)^(3/2) = 1/(2κL), that is at 1 − s = 0.136, or 0.68 nm before the drain end. Beyond that point the WKB form cannot be trusted locally. The stretch contributes (4κL/3)(1 − s)^(3/2) = 2/3 to an exponent of 13.23. An error there can change T by a factor of order one, but the bulk of the exponent comes from the region where the approximation is good.

The prefactor matters more at the band edge. Let the transmitted wave have unit amplitude and wave number k_D. Integrating back through the barrier gives definite values ψ(0) and ψ′(0), which tend to finite limits as E → 0. On the source side the wave is A exp(ikx) + B exp(−ikx), with k = √(2mE)/ħ. Matching value and slope at x = 0,

A + B = ψ(0),  ik(A − B) = ψ′(0),

so

A = ½[ψ(0) + ψ′(0)/(ik)].

The transmission is the ratio of currents, k_D/(k|A|²). As k → 0 the slope term dominates, |A|² → |ψ′(0)|²/(4k²), and

T → 4k k_D/|ψ′(0)|² ∝ √E.

The true transmission therefore vanishes at the band edge. A very slow wave has a wavelength far longer than the rise of the barrier, so even a rounded step of finite width reflects it almost wholly. The value 1.8×10⁻⁶ is the tunnelling exponential at E = 0; it is not the probability for an electron of zero energy.

Solving the Schrödinger equation for the same triangle, with its abrupt ends, shows the size of the effect:

- At E = 1 meV the solution gives 4.7×10⁻⁷, where WKB gives 1.9×10⁻⁶. The prefactor is about 0.25.
- At E = 26 meV, which is k_BΘ at the temperature Θ = 300 K, it gives 7.3×10⁻⁶, where WKB gives 9.6×10⁻⁶. The prefactor is about 0.76.

At the second energy the bias raises the full transmission by a factor of about 1000, against 1660 in WKB. At this energy the large rise is thus not a product of the approximation, though WKB overstates it by a factor of about 1.7. Nearer the band edge the ratio behaves differently. Without bias k_D = k, so the result above gives T ∝ k² ∝ E for the rectangle, against √E for the triangle. The true ratio then grows as 1/√E when E → 0, and 745 is only the ratio of the exponentials.

The exponent itself can be tested by changing the length. With E = 1 meV, and with the height and total drop held at 0.3 eV, going from 10 to 20 nm lowers ln T by 26.6 in the full solution. The WKB exponent rises by 26.3. The two agree to about 1%.

*The model beside a real channel*

A mass near half the free-electron mass and a gap of roughly 2 eV are in the range of monolayer MoS₂, so the example is set in that regime. The uniform potential drop is the assumption most plainly broken in a device: the gate resists the tilt, and the drain field also reaches into the source end, where it rounds and lowers the top. If the top falls to 0.25 eV, with the barrier still descending linearly to zero at 5 nm, the band-edge factor becomes 5.7×10⁻⁶, about three times larger. The mass matters as much. With the 0.3 eV triangle kept, m = 0.4 m₀ gives 7.3×10⁻⁶ and m = 0.6 m₀ gives 5.1×10⁻⁷. Scattering, defect states, contact resistance and self-consistent charge are left out altogether. The result is a property of the stated barrier, not a forecast of a device current.

The average field is 0.3 V/5 nm = 0.6 MV/cm. Direct tunnelling between the bands is closed at this bias: the lowest conduction edge, in the drain, is at −0.3 eV, while the highest valence edge, under the barrier top, is at 0.3 − 2.0 = −1.7 eV. They do not overlap, and 1.4 eV separates them. An electron from the source edge also gains 0.3 eV at most, well short of the gap energy needed to create an electron–hole pair. These energy arguments assume a clean gap; they do not exclude breakdown through defects or the surrounding insulator.

**Variation 1: a source at 300 K**

*Let the source be nondegenerate, with Boltzmann occupation. Which electrons carry the tunnelling current through the triangle, and is the band-edge factor a fair guide to the off-current?*

For 0 < E < φ the forbidden region ends where φ(1 − s) = E, at s = 1 − E/φ. Hence

S(E) = 2κL ∫ √(1 − E/φ − s) ds, from 0 to 1 − E/φ

 = (4κL/3)(1 − E/φ)^(3/2).

The contribution at energy E carries the weight exp[g(E)], with g = −E/(k_BΘ) − S(E). Differentiating,

g′ = −1/(k_BΘ) + (2κL/φ)(1 − E/φ)^(1/2),

g″ = −(κL/φ²)(1 − E/φ)^(−1/2) < 0.

Since g is concave, it has a single maximum. This lies at the band edge if g′(0) ≤ 0, which means Θ ≤ Θ*, where

k_BΘ* = φ/(2κL) = 0.3 eV/19.84 = 0.0151 eV,  Θ* ≈ 175 K.

Above Θ* the condition g′ = 0 gives (1 − E/φ)^(1/2) = Θ*/Θ, so

E_peak = φ[1 − (Θ*/Θ)²].

At 300 K this is 0.3 eV × (1 − 0.585²) = 0.197 eV. In the full wave solution with abrupt ends the peak moves down to 0.155 eV, about half the barrier height. The prefactor, left out here, has a resonance there: it is about 1.1 at 0.10 eV, 3.4 at 0.15 eV and 1.2 at 0.20 eV. The bump lies near 2.34(ħ²F²/2m)^(1/3) = 0.15 eV, with F = φ/L, the lowest level of the triangular well between the slope and the abrupt step at the drain. It depends on the shape of the ends: rounding both with a Fermi-function profile of width 0.3 nm puts the peak at 0.18 eV and raises the full-wave thermal mean found below by about 40%. Most of the tunnelling is still done by electrons well up the barrier, where it is both lower and thinner.

If the transverse momentum is conserved and the transverse mass is the same everywhere, the transverse part of the Boltzmann factor cancels. The mean transmission is then

⟨T⟩ = ∫₀^∞ T(E) exp(−E/k_BΘ) dE/(k_BΘ).

In WKB, with T = 1 above the top, tunnelling contributes 2.3×10⁻⁴ and over-barrier flow exp(−φ/k_BΘ) = 9.1×10⁻⁶. Their sum is about 130 times the band-edge factor. The full wave solution gives 3.5×10⁻⁴ and 6.5×10⁻⁶. So the band-edge factor is a poor guide to the off-current at 300 K.

Nor is 745 the rise in the flow from the source. (At zero bias the drain's return flow cancels this flow, so only the one-way flows can be compared.) The unbiased rectangle already lets through at least the over-barrier part, 9.1×10⁻⁶ in the same approximation. Within WKB, the bias can therefore raise the source's mean transmission by at most 2.35×10⁻⁴/9.1×10⁻⁶ ≈ 26. With the rectangle's own tunnelling included, the WKB rise is 24. This is not a bound on the full wave solution, where reflection above the top lowers the unbiased mean to 4.2×10⁻⁶, so that the rise is about 86 for abrupt ends.

At 77 K, below Θ*, the WKB mean is 3.2×10⁻⁶ and the full solution gives 1.7×10⁻⁶. The second value lies close to the band-edge factor because two corrections nearly cancel: thermal averaging multiplies it by 1.75, and the prefactor then by 0.55.

Two assumptions can be sized at 300 K. A degenerate two-dimensional source with its Fermi level 0.05 eV above the edge, and the same barrier, has a WKB mean of 5.7×10⁻⁴; here the Fermi occupation is summed over the one transverse momentum before the flux average is taken. Return flow from the drain is negligible in the nondegenerate case: at each energy its occupation is exp(−qV/k_BΘ) = 9×10⁻⁶ of the source's.

**Variation 2: a finite band gap**

*Deep in a gap, the decay rate feels the valence band as well. How does a gap E_g = 2.0 eV change the band-edge factor of the triangle?*

Use a symmetric two-band model. With energy ε measured from midgap,

ε² = (E_g/2)² + E_g ħ²k²/(2m).

Near the conduction edge this reduces to ε ≈ E_g/2 + ħ²k²/(2m), so m is the same band-edge mass as before. At a depth u below the edge, ε = E_g/2 − u. Squaring and cancelling (E_g/2)² gives

−E_g u + u² = E_g ħ²k²/(2m).

The left side is negative for 0 < u < E_g, so k is imaginary. With k² = −k_d²,

k_d² = (2mu/ħ²)(1 − u/E_g).

The new bracket is less than one: the valence band slows the decay. For the triangle, u = φy with y = 1 − x/L. Let b = φ/E_g = 0.15. Then

S = 2κL ∫₀¹ y^(1/2)(1 − by)^(1/2) dy.

To first order in b, (1 − by)^(1/2) ≈ 1 − by/2, and

S ≈ 2κL(2/3 − b/5) = (4κL/3)(1 − 3b/10) = 13.228 × 0.955 = 12.63.

This gives T ≈ 3.3×10⁻⁶, and the integral without the expansion gives the same two digits. A correction of 4.5% in the exponent has raised the factor by about 1.8. The second digit of 1.8×10⁻⁶ thus belongs to the parabolic-band model; for a channel with this gap, only the order of magnitude carries over.

The numerical output below lists the values used here.

Calculated quantities

```
Mass: 0.50 m0
Barrier height: 0.30 eV
Barrier length: 5.00 nm
Drain bias for triangle: 0.30 V
Field: 0.600 MV/cm
kappa at full height: 1.9842 1/nm
kappa L: 9.9210 (no unit)
Rectangle exponent: 19.842 (no unit)
Triangle exponent: 13.228 (no unit)
Rectangle WKB factor: 2.414e-09 (no unit)
WKB factor at 0.1 V: 1.402e-08 (no unit)
WKB factor at 0.2 V: 1.099e-07 (no unit)
Triangle WKB factor: 1.800e-06 (no unit)
WKB gain by bias: 745.4 (no unit)
Equivalent rectangle length: 3.333 nm
Triangle length restoring factor: 7.50 nm
Mean-height (wrong) factor: 8.067e-07 (no unit)
kT at 300 K: 0.02585 eV
Exact triangle T at 1 meV: 4.722e-07 (no unit)
WKB triangle T at 1 meV: 1.923e-06 (no unit)
Exact triangle T at kT: 7.305e-06 (no unit)
WKB triangle T at kT: 9.583e-06 (no unit)
Exact gain by bias at kT: 1002.0 (no unit)
WKB gain by bias at kT: 1656.2 (no unit)
Log fall, exact, 10 to 20 nm: 26.558 (no unit)
Exponent rise, WKB, 10 to 20 nm: 26.324 (no unit)
Crossover temperature: 175.5 K
Peak energy at 300 K, formula: 0.1974 eV
Peak energy at 300 K, scan: 0.197 eV
300 K tunnelling part, WKB: 2.259e-04 (no unit)
300 K over-barrier part, WKB: 9.125e-06 (no unit)
300 K tunnelling part, exact: 3.513e-04 (no unit)
300 K over-barrier part, exact: 6.453e-06 (no unit)
300 K WKB mean / edge factor: 130.6
77 K mean, WKB: 3.159e-06 (no unit)
77 K mean, exact: 1.749e-06 (no unit)
Degenerate source Fermi level: 0.05 eV
Degenerate 300 K mean, WKB: 5.704e-04 (no unit)
Drain/source Boltzmann ratio: 9.12e-06 (no unit)
Edge factor, mass 0.4 m0: 7.272e-06 (no unit)
Edge factor, mass 0.6 m0: 5.092e-07 (no unit)
Edge factor, height 0.25 eV: 5.698e-06 (no unit)
Rough gap used: 2.0 eV
Edge factor, two-band decay: 3.319e-06 (no unit)
Interband energy margin: 1.40 eV
```
